# Lifetime of a circular ferroelectric domain under curvature-driven overdamped dynamics, part 2

A straight cylindrical domain of radius $R(t)$, initially $R_0$, has axial polarization $P=-P_0$ inside and $+P_0$ outside. It shrinks under its wall tension. The model assumes uniformity along the axis, perfectly screening electrodes at equal potential, and no pinning, thermal noise or inertia.

The energy density is $\tfrac g2|\nabla P|^2+f(P)$; a $g$ defined by $g|\nabla P|^2$ must be doubled. With damping coefficient $\gamma$ and distance $r$ from the axis, the field equation is

$$\gamma P_t=g\left(P_{rr}+\frac{P_r}{r}\right)-f'(P).$$

The quartic well, with barrier $h$, is

$$f=h\left(1-\frac{P^2}{P_0^2}\right)^2.$$

The flat wall, with coordinate $s$ across it, obeys $g\,q''=f'(q)$. Its profile is $q=P_0\tanh(s/w)$, with half-width $w$, $w^2=gP_0^2/(2h)$, and energy per unit area $\sigma=g\int q'^2ds$. Projection means multiplying the field equation by $q'$ and integrating across the wall; the flat-wall terms and small profile changes then drop out.

With $D=g/\gamma$, the law for $R\gg w$ is

$$\dot R=-\frac DR,\qquad R^2=R_0^2-2Dt,\qquad t_{\rm life}=\frac{R_0^2}{2D}.$$

Finite width replaces $1/R$ by $1/R+c/R^3$, with $c\approx0.32\,w^2$. The time to shrink from $R_a$ to $R_b$ is then

$$t_{ab}=\frac{\gamma}{2g}\left[R_a^2-R_b^2-c\ln\frac{R_a^2+c}{R_b^2+c}\right].$$

A small uniform disturbance of $P$ decays in a time $\tau=\gamma/f''(P_0)$, where $f''(P_0)=4g/w^2$, so $t_{\rm life}=2\tau(R_0/w)^2$.

Formulas hold in any consistent units, with $\varepsilon_0$ kept as a symbol; numbers use eV, nm, ps and the elementary charge e. The example is barium titanate at $T=300$ K: $P_0=26$ µC/cm² $=1.623$ e/nm², $\sigma=0.06$ eV/nm², $w=0.6$ nm, $\tau=1$ ps and $R_0=20$ nm. These give $g=0.01025$ eV nm³/e², $\gamma=0.114$ eV nm ps/e², $D=0.09$ nm²/ps and $t_{\rm life}=2222$ ps.

### Comparison with the full field equation

The radial field equation was integrated from $P=P_0\tanh[(r-R_0)/w]$ with no wall law assumed. Collapse was taken as the moment when $P$ at the centre passes zero. It came at 2219.5 ps, which is 0.12% below the formula. The radii compare as follows.

| time (ps) | $R$, law (nm) | $R$, field equation (nm) |
|---|---|---|
| 555.6 | 17.321 | 17.323 |
| 1111.1 | 14.142 | 14.149 |
| 1666.7 | 10.000 | 10.012 |

The computed radius lies slightly above the law, although finite width should put it slightly below. The grid accounts for this. The radial scheme, with spacing $\Delta$, replaces the Laplacian by

$$\frac{(r+\frac\Delta2)(P_+-P)-(r-\frac\Delta2)(P-P_-)}{r\Delta^2}
=\frac{P_+-2P+P_-}{\Delta^2}+\frac{P_+-P_-}{2\Delta\,r},$$

where $P_\pm$ are the neighbouring values. The first term on the right belongs to the flat wall on the grid. If grid pinning is negligible, that wall can sit at any position, and projection on its slope removes the term as before. The second term is the curvature drive. By Taylor expansion it equals $(P'+\Delta^2P'''/6)/r$. Since $\int q'''q'ds=-\int q''^2ds$,

$$\dot R=-\frac DR\left[1-\frac{\Delta^2}{6}\,\frac{\int q''^2ds}{\int q'^2ds}\right].$$

For the tanh profile, $\int q''^2ds=(P_0^2/w^3)\,4\int_{-1}^1y^2(1-y^2)\,dy=\tfrac{16}{15}P_0^2/w^3$, while $\int q'^2ds=\tfrac43P_0^2/w$. The ratio is $4/(5w^2)$, and the bracket becomes $1-2\Delta^2/(15w^2)$. The run used $\Delta=0.1w$, so the grid slows the wall by 0.13%.

At the third time in the table $R^2$ has fallen by 300 nm². The grid error leaves it 0.40 nm² too high. Finite width lowers it by $c\ln(R_0^2/R^2)=0.116\ln4=0.16$ nm². The sum gives $R=\sqrt{100.24}=10.012$ nm, as found. For the lifetime, the grid adds 3.0 ps and finite width removes 5.2 ps (0.24%), which leads to about 2220 ps. The remaining difference is well below $w^2/D=4$ ps, the natural scale of the end stage.

Further tests used the same equation.

- Halfway through the lifetime, the energy of the computed field was 0.9997 of $2\pi R\sigma$.
- Between $R=10w$ and $R=6w$, on a finer grid with $\Delta=0.04w$, finite width shortened the time by 0.639 ps, against 0.655 ps from the corrected law. The grid slows the wall and so hides about 0.027 ps of the saving. With this added back the saving is about 0.667 ps, and the remaining difference of about 0.01 ps is of the size expected from higher orders in $w/R$.
- With the sextic well $f=h(1-p^2)^2(1+p^2)$, $p=P/P_0$, and $g$, $\gamma$ and $h$ unchanged, the mean rate of fall of $R^2$ between radii of about $19.5w$ and $14w$ was 0.9997 of $2g/\gamma$. Here $w$ is still the quartic half-width. This supports the independence from the shape of the well.

### A field or a threshold that opposes shrinkage

Let a uniform field of magnitude $E$ point along the polarization of the domain, that is, in the $-P$ direction. It adds $+EP$ to the energy density and $-E$ to the right side of the field equation. Projection on $q'$ adds $-E\int q'ds=-2P_0E$, so

$$-\gamma\dot R\int q'^2ds=\frac gR\int q'^2ds-2P_0E .$$

Dividing by $-\gamma\int q'^2ds$ and using $\int q'^2ds=\sigma/g$,

$$\dot R=-D\left(\frac1R-\frac1{R_c}\right),\qquad R_c=\frac{\sigma}{2P_0E}.$$

This holds to leading order in $w/R$ and for fields weak enough to leave the two wells and the profile nearly unchanged. A domain with $R>R_c$ grows; a smaller one shrinks. Equivalently, curvature acts like a field $E_{\rm curv}=\sigma/(2P_0R)$. For the example,

$$E_{\rm curv}=\frac{0.06}{2(1.623)(20)}\ \mathrm{V/nm}=9.24\times10^{-4}\ \mathrm{V/nm}=0.00924\ \mathrm{MV/cm}$$

at the initial radius, and it rises as $R$ falls.

For $u=R_0/R_c=E/E_{\rm curv}(R_0)<1$, the lifetime follows with $x=R/R_c$:

$$t=\frac1D\int_0^{R_0}\frac{R\,dR}{1-R/R_c}
=\frac{R_c^2}{D}\int_0^u\frac{x\,dx}{1-x}
=\frac{R_c^2}{D}\left[-\ln(1-u)-u\right].$$

Relative to $R_0^2/(2D)$ this is the factor

$$S(u)=\frac{2[-\ln(1-u)-u]}{u^2}=1+\frac{2u}3+\frac{u^2}2+\dots$$

It diverges as $u\to1$, where the domain starts in unstable balance. For $u=0.3$ and $R_0=20w$ the formula gives 1.259, and the field equation gave 1.254.

Dry friction with threshold field $E_t$ gives the same equation while the wall moves inward. The difference appears above $R_c$: friction holds the domain still, whereas a true field makes it grow.

### What the model leaves out

**Pinning by defects.** Take a coercive field of 0.001 MV/cm, a rough value for a good bulk crystal, as a friction threshold. Then $u=0.108$, and the lifetime rises by 8%. Domains larger than about 185 nm would not shrink at all.

**Imperfect electrodes.** Let each electrode screen over an effective length $\lambda$, so that a potential drop $\lambda\mathcal D/\varepsilon_0$ appears at each face, where $\mathcal D=\varepsilon_0E+P$ is the displacement. For a short-circuited plate of thickness $d$, the potential drops sum to zero:

$$Ed+\frac{2\lambda(\varepsilon_0E+P)}{\varepsilon_0}=0,\qquad E=-\frac{2\lambda P}{\varepsilon_0(d+2\lambda)} .$$

The field opposes the polarization of the background and so favours the reversed domain. For $R_0\ll d$ the domain alters the face potentials only over small discs, so deep inside the plate the background sets the field. With $\lambda=0.01$ nm and $d=10$ µm its magnitude is $5.9\times10^{-4}$ MV/cm. If this field acted on the whole wall, the lifetime would rise by 4%.

Near the faces, however, the field has the opposite sign. The potential step between domain and background is spread there over a depth of order $R_0$, and the resulting field opposes the domain. The average field along a straight wall is the potential difference between its two ends divided by $d$. At the edge of the domain each face potential lies midway between two equal and opposite values, so for $\lambda\ll R_0\ll d$ this average nearly vanishes. A wall that stayed straight would feel almost no net stray field.

A real wall need not stay straight. With $P$ held fixed, the opposing field on the wall at a depth $R_0$ is about five times the initial curvature field, so the domain may close near the faces first. The dielectric response of a real crystal, which differs between its axes, changes the depth of this region. Any tilt of the wall creates bound charge, which resists this. The present model does not decide the outcome, and its lifetime applies to electrodes that screen much better than this or to a wall that stays straight.

**The lattice.** A flat wall on a chain of sites with spacing 0.4 nm, with the same $g$ and well, was held at successive positions, and the field needed for equilibrium was found. Its largest value was $1.5\times10^{-3}$ MV/cm. This exceeds the coercive field assumed above, so the inputs do not describe one consistent crystal without thermal motion. A possible reason is that thermal activation carries real walls over the lattice barrier at lower fields; this is a conjecture, not a result of the model. Treated as friction, the lattice threshold has $u=0.16$ and lengthens the lifetime by about 12%. That treatment overstates the delay for a wall moving rigidly along a lattice axis, since the lattice force helps the wall over part of each period. Moreover, only small parts of a circular wall are aligned with the lattice, as the flat wall on the chain is.

**Thermal noise.** Consider a slice of height $\ell$ that moves as one unit. Its energy is $2\pi R\ell\sigma$, and the deterministic law is $\dot R=-\mu\,(2\pi\ell\sigma)$ with mobility $\mu=D/(2\pi R\ell\sigma)$. Thermal equilibrium requires random steps of variance $2\mu k_BT\,dt$ in $R$. For weak noise the variance of $R^2$ accumulates as

$$\int4R^2\,(2\mu k_BT)\,dt=\frac{4k_BTD}{\pi\ell\sigma}\int R\,dt=\frac{4k_BTR_0^3}{3\pi\ell\sigma},$$

because $\int R\,dt=\int_0^{R_0}R^2dR/D=R_0^3/(3D)$. Since $R^2$ falls at a fixed mean rate, the relative spread of the lifetime equals the spread of $R^2$ divided by $R_0^2$:

$$\frac{\delta t}{t_{\rm life}}=\sqrt{\frac{4k_BT}{3\pi\sigma\ell R_0}} .$$

An ensemble of 4000 random histories with $\ell=4$ nm gave 4.79%, against 4.78% from the formula. The formula keeps only the circular mode of the wall and needs a wall energy per cell length, $\sigma\ell\times0.4$ nm, above $k_BT$; for $\ell=4$ nm it is $3.7\,k_BT$. For slices of one lattice cell, 0.4 nm, the formula gives 15%, but there this energy is only $0.37\,k_BT$. An isolated slice that thin, with noise added to the field equation on a 0.4 nm lattice, loses its polarization altogether, so the 15% lies outside the regime of the formula. Unequal neighbouring slices create wall steps that carry bound charge, which costs energy and ties slices together. The effective height $\ell$ that results is not determined here.

**Inertia.** Without damping, an inertial term $m\ddot P$ would give a polar mode with angular frequency $\omega_0=\sqrt{f''(P_0)/m}$, so $m/\gamma=1/(\omega_0^2\tau)$. For an undamped frequency of 5 THz and $\tau=1$ ps this is 0.001 ps. The damping rate $\gamma/m$ is then about 990 ps$^{-1}$, far above that of an ordinary phonon, and the mode does not oscillate. The assumed $\tau$ therefore stands for a slower relaxation of the polarization, not for the decay of such a phonon. If a 5 THz phonon with $\gamma/m=\omega_0$ set the damping instead, $\tau=\gamma/f''(P_0)$ would be about 0.03 ps and the lifetime formula would give about 70 ps. For the moving profile $P_{tt}=-\ddot R\,q'+\dot R^2q''$, and the second term vanishes on projection because $\int q''q'ds=0$. With $\dot R=-D/R$, one finds $\ddot R=D\dot R/R^2$. The ratio of inertia to damping is therefore $(m/\gamma)D/R^2$, which is $2.5\times10^{-4}$ even at $R=w$.

### How far the result can be trusted for a real crystal

The polarization and wall energy used here are of ordinary size for barium titanate. The half-width and the relaxation time are less certain, and they matter most: with $t_{\rm life}=2\tau(R_0/w)^2$, halving $w$ at fixed $\tau$ multiplies the lifetime by four. That factor holds only in the continuum, because a narrower wall is pinned far more strongly by the lattice. At fixed $\sigma$ and $P_0$, the threshold of the 0.4 nm chain rises from $1.5\times10^{-3}$ MV/cm at $w=0.6$ nm to $9.2\times10^{-3}$ MV/cm at $w=0.5$ nm, which equals the initial curvature field, and to 0.049 and 0.20 MV/cm at $w=0.4$ and 0.3 nm. Without thermal motion, a wall aligned with the lattice would then be held at $R_0=20$ nm. A circular wall is mostly not aligned, so this threshold does not carry over to it directly, and its pinning at these widths is not computed here. The lifetime also rests on the assumption of free viscous motion. In the bulk example, defect friction alone lengthens the lifetime by about 8%. Suppose instead that the coercive field were 0.05 MV/cm. Used as a friction threshold with the same $\sigma$ and $P_0$, it would hold every domain of radius above about 4 nm, and the 20 nm domain would not collapse by this mechanism. Where walls advance by thermally activated steps, the speed is not proportional to the driving pressure, and the squared-radius law itself need not hold. The value of 2.2 ns is thus an estimate for an assumed relaxation time of 1 ps and viscous motion of a straight wall in a weakly pinned crystal with well-screening electrodes.

### Using the result in a simulation

The law is a sensitive check on a phase-field code, provided that the bias is zero and $R\gg w$. Plot $R^2$ against time and compare the slope with $-2g/\gamma$. A slope wrong by a factor of two suggests a different convention for $g$. To locate the radius between two grid points on either side of $P=0$, interpolate $\operatorname{artanh}(P/P_0)$ linearly; this is exact for the tanh profile.

The spacing must resolve the wall. The chain calculation above is also a grid calculation with $\Delta=0.67w$. A flat wall aligned with such a grid is held by fields up to $1.5\times10^{-3}$ MV/cm, which corresponds to a curvature radius of $20\times0.00924/0.0015\approx120$ nm. In a radial code the wall is always aligned with the grid, so on a grid this coarse domains above about that size can stop shrinking for a purely numerical reason. On a square grid most of a circular wall is not aligned, and this threshold does not carry over to it. At $\Delta=0.1w$ no such arrest appeared in the radial runs, and the error in the rate was 0.13%. The complete set of values is in the numerical output below.

## Calculated quantities

```
INPUTS (rough typical values, barium titanate)
polarization P0 = 26.0 uC/cm2
wall energy sigma = 0.060 eV/nm2
wall half-width w = 0.60 nm
relaxation time = 1.00 ps
initial radius R0 = 20.0 nm
temperature = 300 K
lattice period = 0.40 nm
plate thickness = 10000 nm
electrode screening length = 0.010 nm
coercive field = 0.0010 MV/cm
polar mode frequency = 5.0 THz
DERIVED PARAMETERS
P0 in working units = 1.6228 e/nm2
g = 0.01025 eV nm3/e2
gamma = 0.11392 eV nm ps/e2
well barrier = 0.03750 eV/nm3
susceptibility 1/(eps0 f'') = 158.8
g/gamma = 0.09000 nm2/ps
MAIN RESULTS
rate of fall of R^2 = 0.1800 nm2/ps
same rate = 18.00 angstrom2/ps
lifetime, formula = 2222.2 ps
same lifetime = 2.222 ns
lifetime, field equation = 2219.5 ps
initial wall speed = 4.50 m/s
formula wall speed at R = w: 150 m/s
t = 555.6 ps: R law 17.321, field eq. 17.323 nm
t = 1111.1 ps: R law 14.142, field eq. 14.149 nm
t = 1666.7 ps: R law 10.000, field eq. 10.012 nm
CHECKS
field energy / (2 pi R sigma) = 0.99967
width time saving, formula = 0.6552 ps
width time saving, field eq. = 0.6394 ps
sextic-well rate / (2g/gamma) = 0.99967
opposing-field ratio u in test = 0.30
lifetime factor, formula = 1.2594
lifetime factor, field eq. = 1.2538
thermal test, slice height = 4.0 nm
thermal spread, formula = 4.78 %
thermal spread, ensemble = 4.79 %
NEGLECTED EFFECTS IN THE EXAMPLE
curvature-equivalent field at R0 = 0.00924 MV/cm
finite width, lifetime change = -0.236 %
coercive threshold radius = 184.9 nm
coercive lifetime factor = 1.0785
electrode stray field = 0.000587 MV/cm
stray-field lifetime factor = 1.0445
chain lattice pinning field = 1.491e-03 MV/cm
thermal spread, one-cell slice = 15.1 %
damping ratio of polar mode = 15.7
inertial time = 0.00101 ps
inertia/damping at R = w: 2.53e-04
```
